# Swelling Exponents of Free and Substrate-Clamped Flory-Rehner Gels

**Q.** The same lightly crosslinked polymer can swell as a loose piece or as a film stuck to a wafer. Sticking it down must reduce the swelling, but why should it change the power of the crosslink density rather than a numerical factor?

**A.** The way strands stretch as volume is added differs in the two cases. To see what follows, we need a free energy that covers both.

Take a network crosslinked in the dry state, with $n$ elastically effective strands per dry volume, in moles. The solvent has molar volume $v_1$ and interaction parameter $\chi$. Volumes add, so $Q=J=\lambda_x\lambda_y\lambda_z$ is swollen over dry volume and $\phi=1/Q$ is the polymer fraction. All stretches are measured from the dry state.

Per dry volume there are $(J-1)/v_1$ moles of solvent. The network has no translational entropy, so the Flory-Huggins mixing energy is $RT[\ln(1-\phi)+\chi\phi]$ per mole of solvent. Adding Gaussian strand elasticity, in units of $RT/v_1$ and with $e=nv_1$,

$$G=(J-1)\left[\ln\left(1-\frac1J\right)+\frac{\chi}{J}\right]+e\left[\frac{\lambda_x^2+\lambda_y^2+\lambda_z^2-3}{2}-B\ln J\right].$$

The reference is pure solvent outside the gel, so equilibrium is a minimum of $G$. Flory's choice is $B=1/2$.

**Q.** The logarithmic term is disputed. Does the argument depend on it?

**A.** The limiting exponents do not, as the balance will show. First differentiate the mixing part. The logarithm's own derivative is

$$(J-1)\,\frac{1/J^2}{1-1/J}=\frac1J=\phi,$$

and $\chi(J-1)/J$ has derivative $\chi/J^2=\chi\phi^2$. Hence the mixing part has derivative $-m(\phi)$, with

$$m=-\left[\ln(1-\phi)+\phi+\chi\phi^2\right]=v\phi^2+\frac{\phi^3}{3}+\frac{\phi^4}{4}+\dots,\qquad v=\frac12-\chi .$$

The expansion uses $\ln(1-\phi)=-\phi-\phi^2/2-\phi^3/3-\dots$. The osmotic pressure of mixing is $RTm/v_1$. In a good solvent, $v>0$.

For the free gel, the arithmetic-geometric mean inequality gives $\lambda_x^2+\lambda_y^2+\lambda_z^2\ge3J^{2/3}$ at fixed $J$, with equality for equal stretches. The minimum is therefore isotropic, and

$$\frac{d}{dJ}\left[\frac{3J^{2/3}-3}{2}-B\ln J\right]=J^{-1/3}-\frac BJ=\phi^{1/3}-B\phi .$$

For the clamped film, $\lambda_x=\lambda_y=1$ and $\lambda_z=J$, so

$$\frac{d}{dJ}\left[\frac{J^2-1}{2}-B\ln J\right]=J-\frac BJ=\frac1\phi-B\phi .$$

Both equilibria read $m(\phi)=e\,g(\phi)$, where $g$ is the corresponding right-hand side. The resistance to further volume falls as $Q^{-1/3}$ in the free gel but rises as $Q$ in the clamped one.

**Q.** What does that do to the swelling at low crosslink density?

**A.** Let $e\to0$ at fixed $v>0$. Then $\phi\to0$, and the leading terms balance:

$$\text{free: } v\phi^2=e\phi^{1/3}\;\Rightarrow\;\phi^{5/3}=\frac ev\;\Rightarrow\;Q=\left(\frac ve\right)^{3/5},$$

$$\text{clamped: } v\phi^2=\frac e\phi\;\Rightarrow\;\phi^3=\frac ev\;\Rightarrow\;Q=\left(\frac ve\right)^{1/3}.$$

At fixed solvent, the volumetric swelling goes as $n^{-3/5}$ when free and $n^{-1/3}$ when clamped. Eliminating $v/e$ gives $Q_{\rm clamped}=Q_{\rm free}^{5/9}$ at leading order. The $B$ term is smaller than the retained elastic term by $B\phi^{2/3}$ or $B\phi^2$, so it drops out.

Direct minimization of $G$ at $\chi=0.40$, between $e=10^{-10}$ and $10^{-9}$, gives slopes of $-0.5999$ and $-0.3328$.

**Q.** The clamped film takes up less solvent. Must it also be thinner?

**A.** No. All its added volume goes into height, so its thickness ratio is $Q$. The free gel's thickness ratio is $Q^{1/3}$, which scales as $n^{-1/5}$. In the limiting regime the clamped film has less volume but greater height.

**Q.** Those values of $e$ are absurdly small. What does "weakly crosslinked" require?

**A.** The second and third virial terms in $m$ are equal when $v\phi^2=\phi^3/3$, or $\phi=3v$. The good-solvent law needs $\phi\ll3v$. Small $n$ alone does not guarantee that if the solvent is nearly theta.

To find the approach to the limit, let $\phi_0$ be the leading solution and write $\phi=\phi_0(1+\delta)$. For the free gel, keep first-order terms and divide by $v\phi_0^2=e\phi_0^{1/3}$:

$$1+2\delta+\frac{\phi_0}{3v}=1+\frac\delta3-B\phi_0^{2/3}.$$

Thus $\delta=-\phi_0/(5v)-\frac35B\phi_0^{2/3}$. Since $Q=Q_0/(1+\delta)\simeq Q_0(1-\delta)$,

$$\frac{Q_{\rm free}}{Q_0}\simeq1+\frac35B\phi_0^{2/3}+\frac{\phi_0}{5v}.$$

For the clamped film, divide by $v\phi_0^2=e/\phi_0$:

$$1+2\delta+\frac{\phi_0}{3v}=1-\delta-B\phi_0^2 .$$

The last term is of higher order, so $\delta\simeq-\phi_0/(9v)$. Because $Q_0\phi_0=1$,

$$Q_{\rm clamped}\simeq Q_0+\frac1{9v}.$$

At $v=0.10$ this adds about 1.1 to the swelling ratio, which is negligible only if $Q_0$ is large.

**Q.** And if the solvent really is theta?

**A.** Then $v=0$ and $m\simeq\phi^3/3$. The balances become $\phi^{8/3}=3e$ and $\phi^4=3e$, so the exponents are $-3/8$ and $-1/4$. Minimization over the same range of $e$ gives $-0.3747$ and $-0.2497$.

More generally, if $m\propto\phi^p$, the powers of $\phi$ in the two balances are $p-1/3$ and $p+1$. The exponents are then $-1/(p-1/3)$ and $-1/(p+1)$. Semidilute good-solvent correlations suggest $p=9/4$, which would give $-0.522$ and $-0.308$ if the elastic term were unchanged. The values $-3/5$ and $-1/3$ are thus mean-field results.

**Q.** Put in numbers for a resist. Which exponent would an engineer see?

**A.** Take a lightly crosslinked negative-tone film, 100 nm thick when dry, in an organic developer at 296 K. Choose $n=1.0\times10^{-4}$ mol/cm³, $v_1=120$ cm³/mol and $\chi=0.40$. Then $e=0.0120$, $v=0.10$ and $v/e=8.33$. The limiting laws give

$$8.33^{3/5}=3.57\ \text{(free)},\qquad 8.33^{1/3}=2.03\ \text{(clamped)}.$$

The full balance gives $Q=5.47$ free and $2.85$ clamped. The clamped solution, $\phi=0.3511$, can be checked by hand:

$$m=0.4325-0.3511-0.40(0.3511)^2=0.0321,$$

$$e\left(\frac1\phi-\frac\phi2\right)=0.0120(2.848-0.176)=0.0321 .$$

Relative to the full solutions, the limiting laws are low by 35% and 29%. Adding $1/(9v)$ to the clamped law gives 3.14, now 10% high. The swollen thickness is 176 nm free and, if the film stays flat, 285 nm clamped.

For the exponent at finite $n$, take logarithms of $nv_1g=m$ and differentiate at fixed $v_1$, $\chi$ and $B$:

$$\frac{d\ln n}{d\ln\phi}=\frac{\phi m'}m-\frac{\phi g'}g .$$

Since $\ln Q=-\ln\phi$,

$$\frac{d\ln Q}{d\ln n}=-\left(\frac{\phi m'}m-\frac{\phi g'}g\right)^{-1}.$$

In the limit the bracket is $2-1/3=5/3$ or $2+1=3$, as required. For the clamped example the two logarithmic slopes are 2.85 and $-1.13$, so the exponent is $-1/3.98=-0.251$. Most of the change from $-1/3$ comes from the osmotic slope, which is 2.85 instead of 2. Varying $n$ alone gives:

| $n$ (mol/cm³) | $Q$ free | $Q$ clamped | exponent free | exponent clamped |
|---|---|---|---|---|
| $2.5\times10^{-5}$ | 10.46 | 4.10 | −0.495 | −0.272 |
| $5\times10^{-5}$ | 7.49 | 3.40 | −0.468 | −0.262 |
| $1\times10^{-4}$ | 5.47 | 2.85 | −0.439 | −0.251 |
| $2\times10^{-4}$ | 4.08 | 2.40 | −0.409 | −0.239 |

A clamped exponent near $-1/4$ here does not identify a theta solvent: the model has $\chi=0.40$ throughout. To bring the exponents within 5% of their limits, $n$ must fall to $1.3\times10^{-6}$ mol/cm³ for the free gel and $1.3\times10^{-7}$ mol/cm³ for the clamped film. The corresponding $Q$ values are 51 and 20.

**Q.** A film swollen twentyfold in height with its base fixed sounds unstable. Have you assumed it stays flat?

**A.** Yes, and that is a serious restriction. Begin with the in-plane stress. A small change of $\lambda_x$ at fixed $\lambda_y,\lambda_z$ gives

$$\sigma_x=\frac{RT}{v_1J}\lambda_x\frac{\partial G}{\partial\lambda_x}
=\frac{RT}{v_1}\left[\frac{e(1-B)}J-m\right].$$

The traction-free top requires $0=e(J^2-B)/J-m$. Substituting this $m$ yields

$$\sigma_x=-nRT\left(Q-\frac1Q\right).$$

The minus sign means compression. With $nRT=0.2461$ MPa, the example gives $-0.2461(2.848-0.351)=-0.615$ MPa.

Now perturb the surface $z=0$, with the gel below it, by a wave $\cos kx$ much shorter than the swollen thickness, and neglect surface tension. Suppose it forms too quickly for solvent to move, so the displacement $\mathbf u$ satisfies $\nabla\cdot\mathbf u=0$. Let $p$ be the pressure that enforces constant volume; it absorbs the mixing and logarithmic terms.

With deformation gradient $F$, the stress per dry area is $nRT\,F-pJF^{-T}$. Set $\delta F=LF$, where $L_{ij}=\partial_ju_i$. Then $\delta F^{-T}=-L^TF^{-T}$. Multiplying the stress increment by $F^T/J$ refers it to the swollen state. In units of $nRT/J$,

$$s=L\,FF^T+pL^T-\delta p\,I,\qquad FF^T=\mathrm{diag}(1,1,Q^2).$$

Zero traction on the flat top gives $p=Q^2$. Equilibrium of the increment is

$$(\partial_x^2+Q^2\partial_z^2)\mathbf u=\nabla\delta p,$$

because the divergence of $pL^T$ vanishes. Taking the divergence gives $\nabla^2\delta p=0$, so $\delta p=Pe^{kz}\cos kx$. A second solution has $\delta p=0$ and decays as $e^{krz}$, with $r=1/Q$. Therefore

$$u_z=(Ae^{kz}+Ce^{krz})\cos kx,\qquad u_x=-(Ae^{kz}+rCe^{krz})\sin kx .$$

The second expression follows from $\partial_xu_x=-\partial_zu_z$. The $z$ equation gives $P=k(Q^2-1)A$.

At $z=0$, zero shear traction means $\partial_zu_x+\partial_xu_z=0$, or

$$2A+(1+r^2)C=0 .$$

Zero normal traction means $2Q^2\partial_zu_z=\delta p$. Dividing by $kQ^2$ gives $2A+2rC=(1-r^2)A$, or

$$(1+r^2)A+2rC=0 .$$

A nonzero wave requires $4r-(1+r^2)^2=0$. This factors as

$$(r-1)(r^3+r^2+3r-1)=0 .$$

At $r=1$ the two decay modes coincide, so that root supplies no wave. The cubic gives $r=0.2956$ and $Q=3.383$.

**Q.** A neutral wave need not mark the loss of stability. Which side is unstable?

**A.** The second variation of the energy decides that. Its lowest value over a set of decaying, volume-preserving waves is positive at $Q=2$, negative at $Q=5$, and crosses zero at $Q=3.383$. The uniform clamped state is unstable beyond that crossing.

With the other example parameters fixed, this threshold for waves formed without solvent movement is reached when $n$ falls to $5.1\times10^{-5}$ mol/cm³. The density needed to approach the $-1/3$ law is about 400 times lower. At this $\chi$, and with surface tension neglected, the clamped law describes a uniform equilibrium that the film would leave before the law becomes accurate. That neglect is not safe for so soft and thin a film: at $n=1.3\times10^{-7}$ mol/cm³, $nRT$ is only about 0.3 kPa, and a fixed surface tension of 3 mJ/m² (1 mJ/m² only barely) would keep the 100 nm film stable against small waves at $Q\approx20$, even when solvent has time to move, although it is unstable to such slow waves at $Q=4$.

**Q.** Then the example at $Q=2.85$ is safely flat?

**A.** That does not follow. The calculation tests only infinitesimal waves that form without solvent movement. Given time, solvent can shift between crests and troughs. This enlarges the set of allowed waves, so the lowest second variation can only fall. The mode that decayed as $e^{kz}$ now changes volume and decays as $e^{ksz}$, with

$$s^2=\frac{1+K}{Q^2+K},\qquad K=\frac1e\frac{dm}{d\phi}+B,$$

and the neutral condition becomes $4rs=(1+r^2)^2$. Along the equilibria obtained by varying $n$, this is met at $Q=2.73$, below the example. Surface tension, neglected here, resists short waves and matters in so thin a film: 1 mJ/m² between gel and solvent would raise this threshold to about 2.9. Nor does the calculation exclude a finite fold: sharp creases can form on soft elastic surfaces before infinitesimal waves grow, and their threshold is not calculated here. Published results for an incompressible Gaussian network without surface tension put crease onset near $Q\approx2.4$, below the example and below both wrinkle thresholds. Without surface tension the example is therefore unstable to slow wrinkles. At 1 mJ/m² the flat film is just stable against them, and at 3 mJ/m² more clearly so, but it may still crease.

Detachment is another escape. The values of $G$ are $-0.5033$ clamped and $-0.5479$ free. Multiplying their difference by $RT/v_1=20.5$ MPa and by 100 nm gives about 91 mJ/m². Full release is energetically favourable if the work needed to separate the wet interface is smaller than this.

**Q.** How close is any of this to a real resist?

**A.** The parameters are round values meant for a film just past gelation, not data for a product. A fully exposed negative resist would normally be more densely crosslinked. With a dry density of 1.1 g/cm³, the chosen $n$ implies 11,000 g/mol per strand. This is comparable with whole chains in many resist resins, so loose ends and soluble material would matter, and $n$ must be read as an effective density. Narrow lines also break the clamping assumption, since their sides can expand.

Real strands have finite length. At 700 g/mol per Kuhn segment, each has 15.7 segments and a full stretch of $\sqrt{15.7}=3.96$. To estimate the effect, place one third of the strands along each axis and replace the Gaussian pull $Q$ by $\sqrt N\,\mathcal L^{-1}(Q/\sqrt N)/3$. Here $N$ is the segment number and $\mathcal L(x)=\coth x-1/x$. The clamped swelling falls from 2.85 to 2.59, or by 9%. The size depends on this arrangement of strands: giving every strand the averaged stretch $\sqrt{(2+Q^2)/3}$, as in the eight-chain model, yields 2.74, a drop of only 4%.

Other changes, made one at a time from the Gaussian example, give:

- $B=1$: $Q=2.90$.
- $\chi=0.35$ or $0.45$: $Q=2.98$ or $2.71$.
- $n$ halved, as for phantom junctions joining four strands, with $B$ unchanged: $Q=3.40$.

The last change is the largest of these, at 19%, and brings the film to the wrinkling threshold found without solvent movement or surface tension: just past it with $B=1/2$, and just short of it ($Q=3.36$) with $B=0$, the value proper to a phantom network. A swelling measurement interpreted with this model therefore needs an independent check of the effective strand density and of whether the film stayed flat and attached.

## Calculated quantities

```
T = 296 K, dry thickness = 100 nm
n = 1.00e-04 mol/cm3, v1 = 120 cm3/mol
chi = 0.40, v = 0.10, e = n v1 = 0.0120
limit exponent, good, free: -0.5999
limit exponent, good, clamped: -0.3328
limit exponent, theta, free: -0.3747
limit exponent, theta, clamped: -0.2497
ln Q_clamped / ln Q_free at e=1e-10: 0.5556
free correction, solved/predicted: 1.0000
clamped correction times 9v: 0.9987
p=9/4 exponents: -0.522 free, -0.308 clamped
example Q free = 5.467, phi = 0.1829
example Q clamped = 2.848, phi = 0.3511
limiting law Q free = 3.569
limiting law Q clamped = 2.027
clamped law plus 1/(9v) = 3.139
free linear stretch = 1.762
swollen thickness, free = 176.2 nm
swollen thickness, clamped = 284.8 nm
second = third virial term at Q = 3.33
n (mol/cm3), Q free, Q clamped, exponent free, clamped:
  2.50e-05 10.458 4.096 -0.495 -0.272
  5.00e-05 7.488 3.403 -0.468 -0.262
  1.00e-04 5.467 2.848 -0.439 -0.251
  2.00e-04 4.075 2.403 -0.409 -0.239
free within 5% of limit: n = 1.30e-06 mol/cm3, Q = 51.4
clamped within 5% of limit: n = 1.28e-07 mol/cm3, Q = 19.7
nRT = 0.2461 MPa, in-plane stress = -0.615 MPa
wrinkling Q: cubic 3.3830, variation 3.3830
clamped Q reaches wrinkling at n = 5.11e-05 mol/cm3
dry density = 1.1 g/cm3, Kuhn mass = 700 g/mol
strand mass = 11000 g/mol, segments = 15.7
full strand stretch = 3.96
Q clamped, finite strands = 2.586
Q clamped, B = 1: 2.895
Q clamped, phantom, n halved: 3.403
Q clamped, chi = 0.35: 2.982
Q clamped, chi = 0.45: 2.707
energy released on detachment = 91.4 mJ/m2
```
